# Trajectories Needed to Estimate a Small Tube Transmission Probability

## Problem

Gas flows through a straight circular tube at such low density that molecules collide with the wall and not with each other. A molecule enters with a cosine-law direction, uniformly over the inlet. At each wall hit it is re-emitted diffusely, again with a cosine law and with no memory of its previous direction. It finally leaves through the far end, with probability $W$, or returns through the inlet.

An analogue Monte Carlo calculation follows independent molecules without statistical weights. Each trajectory scores 1 if the molecule is transmitted and 0 if it returns.

(a) How many trajectories determine $W=0.013$ with a relative standard error of one percent?

(b) What does that error promise about a single run, and how can the run be planned when $W$ is not yet known?

(c) A pore is 100 nm wide and 10 µm long. Find its transmission probability, the number of trajectories required and the number of wall hits to be computed.

(d) For this pore at 500 K and 1 Torr, compare the statistical error with the effects of weak sticking, a thin wall film and gas-phase collisions.

## Solution

### (a) The number of trajectories

Let $X_i$ be the score of trajectory $i$. Its mean is

$$E[X_i]=1\cdot W+0\cdot(1-W)=W.$$

Since $0^2=0$ and $1^2=1$, the square of the score equals the score, so $E[X_i^2]=W$ and

$$\operatorname{Var}X_i=E[X_i^2]-E[X_i]^2=W-W^2=W(1-W).$$

The variance depends on the outcome alone. A molecule that hits the wall thousands of times contributes one score, just like a molecule that flies straight through.

After $N$ trajectories, $K=\sum_iX_i$ molecules have been transmitted, and the estimate is $\hat W=K/N$. Its mean is $W$. Independence makes all covariances between different scores vanish, so the variances add:

$$\operatorname{Var}\hat W=\frac{1}{N^2}\sum_{i=1}^{N}\operatorname{Var}X_i=\frac{W(1-W)}{N}.$$

The relative standard error is the standard deviation divided by $W$:

$$\epsilon=\frac{1}{W}\sqrt{\frac{W(1-W)}{N}}=\sqrt{\frac{1-W}{NW}}.$$

Squaring and solving for $N$ gives

$$N=\frac{1-W}{W\epsilon^2}. \tag{1}$$

For $W=0.013$ and $\epsilon=0.01$,

$$N=\frac{0.987}{0.013\times10^{-4}}=759\,230.77.$$

The smallest sufficient integer is 759,231, or about **760,000 trajectories**.

The expected number of transmitted molecules is

$$NW=\frac{1-W}{\epsilon^2}=\frac{0.987}{10^{-4}}=9870,$$

with standard deviation $\sqrt{NW(1-W)}=98.7$, which is one percent of the count. The precision is thus set by roughly ten thousand successes, and the small $W$ makes each success expensive.

Two limits show the role of $1-W$. For $W\ll1$, equation (1) becomes $N\simeq1/(W\epsilon^2)$, the result for a Poisson count. Here that gives 769,231, too large by the factor $1/(1-W)$, or 1.3 percent. For $W\to1$ the required number tends to zero, because nearly every trajectory gives the same score. The Poisson estimate misses this.

A tube as long as it is wide, with $W=0.51423$, shows the difference. In 400 batches of 500 simulated trajectories, the variance between batch means was 1.023 times the binomial value, but 0.497 times the Poisson value. The expected second ratio is $1-W=0.486$.

### (b) Meaning of one percent, and planning the run

The standard error is not a bound. For large $N$ the central limit theorem makes $\hat W$ nearly normal, so it lies within one standard error of $W$ in about 68 percent of runs. Direct summation of the binomial distribution at $N=759\,231$ gives 68.2 percent.

To be within one percent of $W$ with 95 percent probability, 1.96 standard errors must fit into one percent. The standard error must therefore shrink by 1.96, and $N$ must grow by $1.96^2$. With the unrounded factor 1.959964 this gives 2,916,554 trajectories, for which the binomial sum is 94.99 percent.

A pilot run supplies the unknown $W$. With 10,000 trajectories and $W=0.013$, about 130 molecules are transmitted, and the relative standard error is

$$\sqrt{\frac{0.987}{10\,000\times0.013}}=0.087.$$

To see how this affects the forecast, write (1) as $N=(W^{-1}-1)/\epsilon^2$ and differentiate:

$$\frac{dN}{N}=-\frac{dW}{W^2\epsilon^2}\,\frac{W\epsilon^2}{1-W}=-\frac{1}{1-W}\frac{dW}{W}.$$

The forecast has a relative error of $8.7\%/0.987=8.8\%$ to first order. Summing over the possible pilot outcomes gives 9.0 percent, the small excess coming from the curvature of $1/W$. Such a pilot is adequate for budgeting a run.

### (c) The pore

**Flights between wall hits.** Measure lengths in tube diameters, so that the pore has length $a=10\,000/100=100$. A molecule leaves the wall at angle $\theta$ to the tube axis. Let $\psi$ be the angle between its transverse direction and the inward normal. The component along the normal is $\sin\theta\cos\psi$, so the cosine law gives the probability

$$\frac{\sin\theta\cos\psi}{\pi}\,\sin\theta\,d\theta\,d\psi,\qquad 0<\theta<\pi,\quad |\psi|<\frac{\pi}{2}.$$

In the circular cross-section the chord has length $\cos\psi$. The axial step is therefore $\cot\theta\cos\psi$. It exceeds $x>0$ if $\theta<\theta_m=\arctan(\cos\psi/x)$. The probability of such a step is

$$F(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\!d\psi\,\cos\psi\int_0^{\theta_m}\!\sin^2\theta\,d\theta.$$

The density of steps is $k(x)=-dF/dx$. With $\sin^2\theta_m=\cos^2\psi/(x^2+\cos^2\psi)$ and $-d\theta_m/dx=\cos\psi/(x^2+\cos^2\psi)$,

$$k(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\psi}{(x^2+\cos^2\psi)^2}\,d\psi. \tag{2}$$

Put $b=x^2$ and expand the integrand as

$$1-\frac{2b}{b+\cos^2\psi}+\frac{b^2}{(b+\cos^2\psi)^2}.$$

The substitution $u=\tan\psi$ gives

$$\int_{-\pi/2}^{\pi/2}\frac{d\psi}{b+\cos^2\psi}=\int_{-\infty}^{\infty}\frac{du}{bu^2+b+1}=\frac{\pi}{\sqrt{b(b+1)}}.$$

Minus its derivative with respect to $b$ supplies the integral with the squared denominator, $\pi(2b+1)/[2(b^2+b)^{3/2}]$. Hence

$$k(x)=1-\frac{2x}{\sqrt{x^2+1}}+\frac{x(2x^2+1)}{2(x^2+1)^{3/2}}
=1-\frac{x(x^2+3/2)}{(x^2+1)^{3/2}}.$$

The function that has derivative $-k$ and vanishes at infinity is

$$F(x)=\frac{x^2+1/2}{\sqrt{x^2+1}}-x.$$

Steps in the two axial directions are equally likely, so $k$ is extended evenly to negative $x$.

**Transmission.** Let $T(z)$ be the probability that a molecule leaving the wall at distance $z$ from the inlet eventually exits at the far end. It either exits directly or lands elsewhere on the wall and starts again:

$$T(z)=F(a-z)+\int_0^a k(|z-z'|)\,T(z')\,dz'. \tag{3}$$

For cosine emission, the exchange between two surfaces is reciprocal: area times direct-hit probability is the same in both directions. A wall ring of width $dz$ has area $\pi\,dz$ and the inlet has area $\pi/4$. An entering molecule therefore makes its first landing in $dz$ with probability $4F(z)\,dz$. If it never lands, it is transmitted directly. Thus

$$W=1-4\int_0^aF(z)\,dz+4\int_0^aF(z)T(z)\,dz. \tag{4}$$

Numerical solution of (3) and (4) for $a=100$ gives $W=0.012945$. The value 0.013 belongs to $a=99.56$, so the pore is very nearly the tube of part (a). Equation (1) gives $N=762\,514$.

**Long-tube limit.** Let $q(z)$ be the number of wall hits per unit length for one entering molecule. Where $q$ varies slowly, compare crossings of a plane at $z$ by steps of length $s$. Rightward steps start in $(z-s,z)$ and leftward ones in $(z,z+s)$. For a locally linear $q$ the difference between the two integrals of $q$ is $-s^2q'$, so the net current is

$$j=-q'\int_0^\infty s^2k(s)\,ds.$$

Insert (2), and use $\int_0^\infty s^2(s^2+c^2)^{-2}ds=\pi/(4c)$ with $c=\cos\psi$:

$$\int_0^\infty s^2k(s)\,ds=\frac14\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi=\frac14\cdot\frac43=\frac13.$$

Hence $j=-q'/3$. If both ends were illuminated equally, $q=4$ would hold everywhere: the first landings would be $4F(z)+4F(a-z)$, and $F(z)+F(a-z)+\int_0^ak(|z-z'|)dz'=1$ because every flight ends somewhere. This 4 is the sum of the contributions from the two ends. In a long tube few molecules cross to the opposite end, so close to either opening the molecules from the other end contribute only a part of order $1/a$. With one end illuminated, $q$ is therefore close to 4 at the inlet and close to 0 at the far end. In between, no molecules are lost, so $j$ is constant and $j=-q'/3$ makes $q$ linear. To leading order in $1/a$, $q$ thus falls linearly from 4 to 0, and

$$W\simeq j=\frac{4}{3a}.$$

For $a=100$ this is 0.013333, about 3 percent above the numerical result. Most of the difference comes from the ends: $q$ is slightly below 4 at the inlet, slightly above 0 at the far end, and not linear near either opening. Its slope in the middle is therefore about 2 percent smaller in magnitude than $4/a$. The rest, somewhat less than one percent, comes from the longest flights, which the ends of the tube cut off, so that $j=-q'/3$ is not exact even in the middle.

**Computing cost.** With both ends illuminated there are $4a$ wall hits per pair of entering molecules, one from each end. By symmetry, each molecule makes on average $2a=200$ hits. The full calculation needs

$$762\,514\times200\simeq1.5\times10^8$$

wall hits. In the long-tube limit $N\simeq3a/(4\epsilon^2)$ for small $W$, so the total is $3a^2/(2\epsilon^2)$. Doubling the length at fixed width and fixed $\epsilon$ quadruples the work.

**A smaller simulation.** Of 200,000 simulated molecules, 2515 were transmitted. This gives $\hat W=0.012575$ with standard error 0.000249, or 1.98 percent of the estimate. The result lies 1.5 standard errors below the value from (4). The variance between 400 batches was 0.938 times the binomial prediction; with so many batches, a variance ratio has a statistical uncertainty of about $\sqrt{2/399}=7\%$.

The mean number of wall hits was $195.4\pm2.2$, which is 2.1 standard errors below 200. This sample is somewhat low in both quantities, but neither difference establishes a disagreement.

### (d) Errors that more trajectories do not remove

**Sticking.** Suppose that each wall hit removes the molecule with probability $s=10^{-4}$. A transmitted trajectory with $n$ hits then survives with probability $(1-s)^n$. The average of 200 hits suggests a loss of only 2 percent, but it is taken over all molecules, and nearly 99 percent of them return to the inlet, after about 134 hits on average. Transmitted molecules make 5247 hits on average, as obtained from the response of $W$ to very weak loss. The simulation gave $5087\pm65$, low by 2.5 standard errors.

With sticking included in the integral equation, $W$ falls to 0.008036, a change of $-37.9$ percent. Weighting the simulated transmitted trajectories by their survival gives $0.007902\pm0.000162$, in agreement within one standard error.

The diffusion picture explains the size. Wall loss changes the current by $dj/dz=-sq$, so $q''=3sq$. With $q(0)=4$, $q(a)=0$ and $\kappa=\sqrt{3s}$,

$$q(z)=4\,\frac{\sinh[\kappa(a-z)]}{\sinh(\kappa a)},\qquad
j(a)=-\frac{q'(a)}3=\frac{4\kappa}{3\sinh(\kappa a)}.$$

Dividing by $4/(3a)$ gives the reduction factor $\kappa a/\sinh(\kappa a)$. Here $\kappa a=100\sqrt{3\times10^{-4}}=1.73$, and the factor is 0.63. The integral equation gives $0.008036/0.012945=0.62$. Sticking is negligible in this limit if $(\kappa a)^2/6=sa^2/2\ll1$; having $s\ll1$ is not sufficient.

**Wall film.** A uniform 2.5 nm film narrows the pore from 100 to 95 nm. At fixed length, $W$ becomes 0.012313, a change of $-4.9$ percent. This follows the long-tube law, in which $W$ is proportional to width. A statistical error of one percent in $W$ therefore corresponds to a width error of about 1 nm. This $W$ is counted per molecule entering the narrowed opening. The film also reduces the inlet area, so the transmitted flow, proportional to $W$ times the area, falls by 14 percent, or about 3 percent per nanometre of width.

**Gas-phase collisions.** For hard spheres of diameter $\sigma=0.5$ nm in a gas of like molecules, the mean free path is

$$\ell=\frac{k_BT}{\sqrt2\,\pi\sigma^2p}\simeq47\ \text{µm}.$$

The flight length between wall hits is the transverse chord divided by $\sin\theta$. Its mean, in diameters, is

$$\frac1\pi\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi\int_0^\pi\sin\theta\,d\theta
=\frac1\pi\cdot\frac\pi2\cdot2=1.$$

The mean flight is thus 100 nm, or 0.215 percent of $\ell$. As a rough estimate, add the resistances to diffusion from wall and gas collisions, taking their ratio as $100\ \text{nm}/\ell$. The transmission then falls by 0.21 percent. This is somewhat too small, because long flights contribute most to diffusion and are also the most likely to be interrupted. To first order in $1/\ell$, isotropic scattering off a stationary background gas at uniform pressure gives a reduction of about 0.35 percent, still below the statistical error of one percent. This value grows slowly, roughly logarithmically, with pore length: 0.30 percent at 5 µm and 0.40 percent at 20 µm. The model fits a dilute species in a carrier gas; it does not describe a pure gas flowing down its own pressure gradient, where the density varies along the pore and collisions conserve the axial momentum of the flow. Apart from this slow length dependence, the relevant comparison is with the pore width: although $\ell$ is only a few times the pore length, gas collisions interrupt few of the flights that make up the random walk.

### Cases compared

All cases have a target relative standard error of one percent. The pore length is fixed at 10 µm in the middle three rows. Values of $N$ are rounded to three figures.

| Case | $W$ | $N$ | Expected count $NW$ |
|---|---:|---:|---:|
| Specified probability | 0.0130 | 759,000 | 9870 |
| Clean pore, 100 nm | 0.0129 | 763,000 | 9871 |
| Pore with $s=10^{-4}$ | 0.0080 | 1,230,000 | 9920 |
| Pore narrowed to 95 nm | 0.0123 | 802,000 | 9877 |
| Tube with $a=1$ | 0.514 | 9,450 | 4858 |

The expected count hardly changes among the long pores, while the number of attempts follows $1/W$. For the short tube, the factor $1-W$ also halves the required count.

### Relation to deposition in a real pore

The dimensions, temperature and pressure lie in the rough range of atomic layer deposition in narrow, deep structures. The calculation describes an unreactive gas, or a precursor once the wall no longer consumes it. For a hole closed at the bottom, $W$ is the probability of reaching the bottom before returning to the opening.

During a precursor pulse the no-sticking assumption fails. Reaction probabilities depend strongly on the chemistry and on how much of the surface has already reacted; the value $10^{-4}$ is a weak-loss example, and reactive precursors can have much larger values. Even this weak loss shifts $W$ by 38 percent, far more than the one percent statistical error. Pore taper, roughness and partly specular reflection also change $W$, by amounts not calculated here. The 760,000 trajectories therefore give the answer of the chosen model with a standard error of one percent; the accuracy for a real pore depends on its geometry and surface reactions. The numerical output below lists most of the values used.

## Calculated quantities

```
Target transmission probability: 0.013
Target relative standard error: 1.0 %
Variance of one score: 0.012831
Required N before rounding up: 759230.77
Required N: 759231
Expected transmitted molecules: 9870
Standard deviation of that count: 98.7
Rare-event shortcut for N: 769231
Chance of lying within 1 % at required N: 68.2 %
N for 95 % chance of lying within 1 %: 2916554
Summed chance at that N: 94.99 %
Pilot trajectories: 10000
Pilot relative standard error: 8.7 %
First-order error of forecast N: 8.8 %
Summed error of forecast N: 9.0 %
Pore width: 100 nm
Pore length: 10000 nm
Length/diameter: 100.0
Pore W from integral equation: 0.012945
Long-tube approximation to W: 0.013333
Length/diameter for W = 0.013: 99.56
Required N for the pore: 762514
Simulated trajectories: 200000
Transmitted in simulation: 2515
Simulated W: 0.012575
Standard error of simulated W: 0.000249
Relative standard error of simulated W: 1.98 %
Batches: 400 of 500 trajectories
Pore batch variance / binomial variance: 0.938
Short-tube W at length/diameter 1: 0.51423
Short-tube variance / binomial variance: 1.023
Short-tube variance / Poisson variance: 0.497
Mean wall hits, area argument: 200.0
Mean wall hits, simulated: 195.4 +/- 2.2
Expected total wall hits at pore N: 1.525e+08
Mean hits if transmitted, integral equation: 5247
Mean hits if transmitted, simulated: 5087 +/- 65
Sticking probability per wall hit: 1.0e-04
W with sticking: 0.008036
Change of W by sticking: -37.9 %
Simulated W with sticking: 0.007902 +/- 0.000162
Required N with sticking: 1234438
Film thickness on side wall: 2.5 nm
Narrowed pore width: 95.0 nm
W of narrowed pore: 0.012313
Change of W by narrowing: -4.9 %
Gas temperature: 500 K
Gas pressure: 1.0 Torr
Molecular diameter: 0.5 nm
Gas mean free path: 46617 nm
Mean wall-to-wall flight / width: 1.0004 +/- 0.0006
Mean flight / mean free path: 0.215 %
Rough reduction of W by gas collisions: 0.21 %
```
